# Counting the States and Fine-Structure Levels of Sn10+ in 4d^4: a program that tests the result

```python
"""
Result under test: the configuration 4d^4 of the ion Sn10+ has 210 states,
which any rotationally invariant Hamiltonian groups into 34 levels.

Symbols: L, S, J = total orbital, spin and total angular momentum;
M_J = projection of J; N(M) = number of determinants with M_J = M;
F2, F4 = Slater integrals of the 4d shell; zeta = spin-orbit parameter.
The counting rules use only sums of projections. They are compared with
diagonalization of many-electron operators in the 210-determinant space.
Energies are in eV; the common shift from the F0 integral is left out.
"""
from collections import Counter
from itertools import combinations
from math import comb

import numpy as np
from scipy import constants as const
from sympy.physics.wigner import gaunt

# ---------- determinants of four electrons in ten spin-orbitals ----------
nuclear_charge, ion_charge, krypton_core = 50, 10, 36
n_el = nuclear_charge - ion_charge - krypton_core
m_values = [2, 1, 0, -1, -2]
orbitals = [(m, s) for m in m_values for s in (1, -1)]   # s = 2 m_s
dets = list(combinations(range(10), n_el))
index = {d: i for i, d in enumerate(dets)}
n_states = len(dets)
assert n_el == 4 and n_states == comb(10, 4) == 210


def lift(one):
    """Many-electron matrix of a sum of identical one-electron operators."""
    many = np.zeros((n_states, n_states))
    for col, det in enumerate(dets):
        for pos, q in enumerate(det):
            for p in np.flatnonzero(one[:, q]):
                if p != q and p in det:
                    continue
                new = list(det)
                new[pos] = int(p)
                swaps = sum(new[a] > new[b]
                            for a in range(n_el) for b in range(a + 1, n_el))
                many[index[tuple(sorted(new))], col] += (-1)**swaps * one[p, q]
    return many


def groups(values, tol=1e-9):
    """Split sorted values into runs of equal numbers."""
    cuts = np.flatnonzero(np.diff(values) > tol) + 1
    return np.split(np.arange(len(values)), cuts)


def quantum_number_twice(x):
    """Return 2j for an eigenvalue x = j(j+1)."""
    twice = np.sqrt(1 + 4 * x) - 1
    assert abs(twice - round(twice)) < 1e-6
    return int(round(twice))


def multiplets(square, vectors):
    """Count multiplets of a squared angular momentum in a subspace."""
    eig = np.linalg.eigvalsh(vectors.T @ square @ vectors)
    return Counter(quantum_number_twice(x) for x in eig)


# ---------- angular momentum operators ----------
lz = np.diag([float(m) for m in m_values])
lp = np.zeros((5, 5))
for i in range(1, 5):
    m = m_values[i]
    lp[i - 1, i] = np.sqrt(6 - m * (m + 1))
sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])
one5, one2 = np.eye(5), np.eye(2)
Lz, Lp = lift(np.kron(lz, one2)), lift(np.kron(lp, one2))
Sz, Sp = lift(np.kron(one5, sz)), lift(np.kron(one5, sp))


def squared(z, plus):
    return plus.T @ plus + z @ z + z


L2, S2 = squared(Lz, Lp), squared(Sz, Sp)
J2 = squared(Lz + Sz, Lp + Sp)

# ---------- levels from projections, against diagonalized J^2 ----------
twice_mj = [2 * m + s for m, s in orbitals]
N = Counter(sum(twice_mj[o] for o in d) // 2 for d in dets)
levels_J = {J: N[J] - N[J + 1] for J in range(0, max(N) + 1)}
J_mult = multiplets(J2, np.eye(n_states))
for J, n in levels_J.items():
    assert J_mult[2 * J] == n * (2 * J + 1)
assert sum(J_mult.values()) == n_states
n_levels = sum(J_mult[t] // (t + 1) for t in J_mult)
assert n_levels == N[0] == 34
zero_split = Counter(sum(twice_mj[o] > 0 for o in d) for d in dets
                     if sum(twice_mj[o] for o in d) == 0)
positive = [t for t in twice_mj if t > 0]
pair_sums = Counter(a + b for a, b in combinations(positive, 2))
assert sum(v * v for v in pair_sums.values()) == zero_split[2]

# ---------- LS terms: double differences, against L^2 and S^2 ----------
table = Counter((sum(orbitals[o][0] for o in d),
                 sum(orbitals[o][1] for o in d) // 2) for d in dets)
terms = {}
for S in (2, 1, 0):
    for L in range(0, 9):
        n = (table[L, S] - table[L + 1, S]
             - table[L, S + 1] + table[L + 1, S + 1])
        if n:
            terms[S, L] = n
s2_val, s2_vec = np.linalg.eigh(S2)
terms_diag = {}
for g in groups(s2_val, 1e-6):
    S = quantum_number_twice(s2_val[g[0]]) // 2
    for twoL, dim in multiplets(L2, s2_vec[:, g]).items():
        terms_diag[S, twoL // 2] = dim // ((twoL + 1) * (2 * S + 1))
assert terms == terms_diag
n_terms = sum(terms.values())
levels_by_spin = {S: sum(n * min(2 * S + 1, 2 * L + 1)
                         for (s, L), n in terms.items() if s == S)
                  for S in (2, 1, 0)}
assert sum(levels_by_spin.values()) == n_levels

# ---------- Hamiltonian with rough values in the regime of Sn10+ ----------
F2, F4, zeta = 12.0, 8.0, 0.6


def tensor(k, q):
    """d-shell matrix of the normalized spherical harmonic C^k_q."""
    c = np.zeros((5, 5))
    for i, m in enumerate(m_values):
        for j, mp in enumerate(m_values):
            if m == q + mp:
                c[i, j] = (-1)**m * float(gaunt(2, k, 2, -m, q, mp))
    return np.kron(c * np.sqrt(4 * np.pi / (2 * k + 1)), one2)


def repulsion(k):
    total = np.zeros((n_states, n_states))
    self_part = np.zeros((10, 10))
    for q in range(-k, k + 1):
        c = tensor(k, q)
        T = lift(c)
        total += T @ T.T
        self_part += c @ c.T
    return 0.5 * (total - lift(self_part))


coulomb = F2 * repulsion(2) + F4 * repulsion(4)
ls_one = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))
spin_orbit = zeta * lift(ls_one)
H = coulomb + spin_orbit
assert np.allclose(H, H.T, atol=1e-10)
assert np.allclose(H @ J2, J2 @ H, atol=1e-8)
# mean repulsion of six d-d pairs, known from the pair average
assert abs(np.trace(coulomb) / n_states + 6 * 2 / 63 * (F2 + F4)) < 1e-9

energy, vec = np.linalg.eigh(H)
level_groups = groups(energy)
found = Counter()
spectrum = {J: [] for J in levels_J}
for g in level_groups:
    content = multiplets(J2, vec[:, g])
    assert len(content) == 1
    J = next(iter(content)) // 2
    assert len(g) == 2 * J + 1
    found[J] += 1
    spectrum[J].append(energy[g].mean() - energy[0])
assert len(level_groups) == n_levels and dict(found) == levels_J
level_energy = np.sort(np.concatenate([spectrum[J] for J in spectrum]))
min_gap, spread = np.diff(level_energy).min(), level_energy[-1]


def distinct(matrix):
    return len(groups(np.linalg.eigvalsh(matrix)))


n_coulomb, n_so = distinct(coulomb), distinct(spin_orbit)
assert n_coulomb == n_terms == 16 and n_so == 5

# ---------- jj coupling: levels for each number of j = 5/2 electrons ----------
so_val, so_vec = np.linalg.eigh(spin_orbit)
jj_levels = {}
for g in groups(so_val):
    n52 = int(round((so_val[g[0]] / zeta + 1.5 * n_el) / 2.5))
    content = multiplets(J2, so_vec[:, g])
    jj_levels[n52] = sum(dim // (t + 1) for t, dim in content.items())
m32, m52 = [3, 1, -1, -3], [5, 3, 1, -1, -3, -5]
for n52, n in jj_levels.items():
    direct = sum(sum(a) + sum(b) == 0 for a in combinations(m52, n52)
                 for b in combinations(m32, n_el - n52))
    assert direct == n
assert sum(jj_levels.values()) == n_levels

# ---------- sizes of neglected effects in a rough EUV source plasma ----------
kT, density_cm3, radius_A, field_T = 30.0, 1e19, 0.6, 10.0
wavelength_nm, mixing_eV, z_eff, g_nuc = 13.5, 10.0, 35.0, 2.0
e = const.e
photon = const.h * const.c / (wavelength_nm * 1e-9) / e
effective_states = np.exp(-(energy - energy[0]) / kT).sum()
ion_density = density_cm3 * 1e6 / ion_charge
distance = (3 / (4 * np.pi * ion_density))**(1 / 3)
radius = radius_A * 1e-10
coul = ion_charge * e / (4 * np.pi * const.epsilon_0)   # volt metre
gradient = coul * radius**2 / distance**3
stark = (coul * radius / distance**2)**2 / photon
bohr_magneton = const.physical_constants['Bohr magneton in eV/T'][0]
zeeman = bohr_magneton * field_T
hyperfine = zeta * g_nuc * const.m_e / const.m_p / z_eff
mass_eV = 118.7 * const.atomic_mass * const.c**2 / e
doppler = photon * np.sqrt(8 * np.log(2) * kT / mass_eV)
ci_shift = mixing_eV**2 / (2 * photon)

# scalar correction keeps the count; fields split the levels
H_ci = H + ci_shift / 42 * L2          # 42 = L(L+1) for the largest L = 6
n_ci = distinct(H_ci)
n_gradient = distinct(H - gradient * lift(tensor(2, 0)))
n_zeeman = distinct(H + zeeman * (Lz + 2 * Sz))
assert n_ci == n_levels
assert n_gradient == (n_states + n_levels) // 2
assert n_zeeman == n_states

# ---------- output ----------
print(f"4d electrons in Sn10+: {n_el}")
print(f"states of 4d^4: {n_states}")
print("N(M_J) for M_J = 0..6:", [N[M] for M in range(7)])
print("levels for J = 0..6:", [levels_J[J] for J in range(7)])
print("states for J = 0..6:", [J_mult[2 * J] for J in range(7)])
print(f"levels in total: {n_levels}")
print("pair sums of positive 2m_j, ways:", dict(sorted(pair_sums.items())))
print("M_J=0 sets by number of positive m_j:", dict(sorted(zero_split.items())))
for S in (2, 1, 0):
    names = {f"{2*S+1}{'SPDFGHI'[L]}": n
             for (s, L), n in terms.items() if s == S}
    print(f"terms with S={S}: {names}; levels: {levels_by_spin[S]}")
print(f"LS terms in total: {n_terms}")
print("levels by number of j=5/2 electrons:", dict(sorted(jj_levels.items())))
print(f"F2, F4, zeta (rough inputs): {F2}, {F4}, {zeta} eV")
print(f"distinct energies, repulsion only: {n_coulomb}")
print(f"distinct energies, spin-orbit only: {n_so}")
print(f"distinct energies, both: {len(level_groups)}")
for J in range(7):
    print(f"J={J} energies (eV):", " ".join(f"{x:.3f}" for x in spectrum[J]))
print(f"spread of the levels: {spread:.2f} eV")
print(f"smallest gap between levels: {min_gap:.4f} eV")
print(f"plasma kT (rough input): {kT:.0f} eV")
print(f"electron density (rough input): {density_cm3:.0e} cm^-3")
print(f"thermally effective states: {effective_states:.0f} of {n_states}")
print(f"4d radius (rough input): {radius_A} angstrom")
print(f"distance to neighbouring ion: {distance*1e9:.1f} nm")
print(f"photon energy at {wavelength_nm} nm: {photon:.1f} eV")
print(f"configuration coupling (rough input): {mixing_eV:.0f} eV")
print(f"configuration-interaction shift: {ci_shift:.2f} eV")
print(f"ion field-gradient energy: {gradient:.1e} eV")
print(f"quadratic Stark shift: {stark:.1e} eV")
print(f"Zeeman energy at {field_T:.0f} T: {zeeman:.1e} eV")
print(f"hyperfine (rough Z_eff {z_eff:.0f}, g {g_nuc:.0f}): {hyperfine:.1e} eV")
print(f"Doppler width of a {wavelength_nm} nm line: {doppler:.1e} eV")
print(f"distinct energies with effective L^2 term: {n_ci}")
print(f"distinct energies with field gradient: {n_gradient}")
print(f"distinct energies with magnetic field: {n_zeeman}")
print("no test failed")
```

Running it gives:

```
4d electrons in Sn10+: 4
states of 4d^4: 210
N(M_J) for M_J = 0..6: [34, 29, 25, 17, 11, 4, 2]
levels for J = 0..6: [5, 4, 8, 6, 7, 2, 2]
states for J = 0..6: [5, 12, 40, 42, 63, 22, 26]
levels in total: 34
pair sums of positive 2m_j, ways: {2: 1, 4: 4, 6: 3, 8: 2}
M_J=0 sets by number of positive m_j: {1: 2, 2: 30, 3: 2}
terms with S=2: {'5D': 1}; levels: 5
terms with S=1: {'3P': 2, '3D': 1, '3F': 2, '3G': 1, '3H': 1}; levels: 21
terms with S=0: {'1S': 2, '1D': 2, '1F': 1, '1G': 2, '1I': 1}; levels: 8
LS terms in total: 16
levels by number of j=5/2 electrons: {0: 1, 1: 4, 2: 14, 3: 12, 4: 3}
F2, F4, zeta (rough inputs): 12.0, 8.0, 0.6 eV
distinct energies, repulsion only: 16
distinct energies, spin-orbit only: 5
distinct energies, both: 34
J=0 energies (eV): 0.000 3.360 7.942 11.110 18.227
J=1 energies (eV): 0.430 4.473 6.885 10.607
J=2 energies (eV): 0.911 4.593 5.560 6.613 8.190 9.611 10.232 14.349
J=3 energies (eV): 1.365 4.386 5.763 6.267 8.684 10.389
J=4 energies (eV): 1.772 3.627 5.111 5.562 7.624 9.898 11.312
J=5 energies (eV): 4.350 6.219
J=6 energies (eV): 4.714 6.662
spread of the levels: 18.23 eV
smallest gap between levels: 0.0019 eV
plasma kT (rough input): 30 eV
electron density (rough input): 1e+19 cm^-3
thermally effective states: 171 of 210
4d radius (rough input): 0.6 angstrom
distance to neighbouring ion: 6.2 nm
photon energy at 13.5 nm: 91.8 eV
configuration coupling (rough input): 10 eV
configuration-interaction shift: 0.54 eV
ion field-gradient energy: 2.2e-04 eV
quadratic Stark shift: 5.5e-06 eV
Zeeman energy at 10 T: 5.8e-04 eV
hyperfine (rough Z_eff 35, g 2): 1.9e-05 eV
Doppler width of a 13.5 nm line: 3.6e-03 eV
distinct energies with effective L^2 term: 34
distinct energies with field gradient: 122
distinct energies with magnetic field: 210
no test failed
```
